# Plane waves and the exchange self-energy of jellium, derived twice: a program that tests the result

```python
"""
Hartree-Fock theory of jellium (uniform electron gas), Hartree atomic units.
Result under test: plane waves filling a Fermi sphere of radius kF solve the
Hartree-Fock equations, with level energy k^2/2 + Sigma_x(k), where
    Sigma_x(k) = -(2 kF/pi) F(k/kF),
    F(x) = 1/2 + (1 - x^2)/(4 x) * ln|(1 + x)/(1 - x)|.
Symbols: rs = radius of the sphere holding one electron, n = density,
gamma(r) = density matrix of one spin, L = side of a periodic box,
chi0(q) = static density response of free electrons.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import spherical_jn

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def F(x):
    if x == 0:
        return 1.0
    if x == 1:
        return 0.5
    return 0.5 + (1 - x * x) / (4 * x) * np.log(abs((1 + x) / (1 - x)))


def F_slope(x):
    log_term = np.log(abs((1 + x) / (1 - x)))
    return 1 / (2 * x) - (1 + x * x) / (4 * x * x) * log_term


def sigma_formula(k, kF):
    return -2 * kF / pi * F(k / kF)


def fermi_wavevector(rs):
    density = 3 / (4 * pi * rs**3)
    return (3 * pi**2 * density) ** (1 / 3)


# ---------------------------------------------------------------
# Momentum integral of 4 pi/|k-k'|^2 over the Fermi sphere, taken in
# spherical coordinates centred on k: the integrand becomes the length
# of the ray inside the sphere, and the singularity disappears.
def sigma_momentum(k, kF):
    def root(mu):
        return np.sqrt(max(kF**2 - k**2 + (k * mu) ** 2, 0.0))
    opts = dict(epsabs=1e-13, epsrel=1e-12, limit=400)
    if k <= kF:
        left = quad(lambda mu: -k * mu + root(mu), -1, 0, **opts)[0]
        right = quad(lambda mu: -k * mu + root(mu), 0, 1, **opts)[0]
        return -(left + right) / pi
    mu_edge = np.sqrt(1 - (kF / k) ** 2)
    return -quad(lambda mu: 2 * root(mu), -1, -mu_edge, **opts)[0] / pi


# Real-space road: composite Gauss-Legendre grid in z = kF r.
nodes, weights = np.polynomial.legendre.leggauss(10)
panels = np.arange(3000)
z_grid = (panels[:, None] + 0.5 * (nodes + 1)[None, :]).ravel()
z_weight = np.tile(0.5 * weights, len(panels))


def gamma_of_z(z, kF):
    # equals [sin z - z cos z]/(2 pi^2 r^3), free of cancellation
    return kF**3 * spherical_jn(1, z) / (2 * pi**2 * z)


gamma_grid_unit = gamma_of_z(z_grid, 1.0)


def sigma_real_space(k, kF):
    r = z_grid / kF
    integrand = kF**3 * gamma_grid_unit * np.sin(k * r)
    return -4 * pi / k * np.sum(z_weight / kF * integrand)


def exchange_per_electron(kF_spin):
    r = z_grid / kF_spin
    gamma = kF_spin**3 * gamma_grid_unit
    integral = np.sum(z_weight / kF_spin * r * gamma**2)
    return -2 * pi * integral / (kF_spin**3 / (6 * pi**2))


rs = 4.0
kF = fermi_wavevector(rs)
density = 3 / (4 * pi * rs**3)

# Density matrix from its definition as an integral over occupied k
for r in (0.7, 5.0, 13.0):
    direct = quad(lambda k: k * np.sin(k * r) / r, 0, kF)[0] / (2 * pi**2)
    z = kF * r
    closed = (np.sin(z) - z * np.cos(z)) / (2 * pi**2 * r**3)
    assert abs(direct - closed) < 1e-11
    assert abs(closed - gamma_of_z(z, kF)) < 1e-11

# Angular and radial integrals
k_a, k_b = 0.7, 0.4
angular = 2 * pi * quad(
    lambda mu: 1 / (k_a**2 + k_b**2 - 2 * k_a * k_b * mu), -1, 1)[0]
angular_closed = 2 * pi / (k_a * k_b) * np.log((k_a + k_b) / (k_a - k_b))
assert abs(angular - angular_closed) < 1e-9
for k in (0.4 * kF, 1.7 * kF):
    def radial_integrand(p):
        return p * np.log(abs((k + p) / (k - p)))
    if k < kF:
        radial = (quad(radial_integrand, 0, k)[0]
                  + quad(radial_integrand, k, kF)[0])
    else:
        radial = quad(radial_integrand, 0, kF)[0]
    radial_closed = (k * kF + 0.5 * (kF**2 - k**2)
                     * np.log(abs((kF + k) / (kF - k))))
    assert abs(radial - radial_closed) < 1e-8

# Final formula against both integrals
worst_momentum = max(
    abs(sigma_momentum(x * kF, kF) - sigma_formula(x * kF, kF))
    for x in (0, 0.1, 0.5, 0.9, 1, 1.1, 1.5, 2, 4))
worst_real = max(
    abs(sigma_real_space(x * kF, kF) - sigma_formula(x * kF, kF))
    for x in (0.3, 0.8, 1, 1.5, 3))
assert worst_momentum < 1e-8
assert worst_real < 1e-6   # oscillating tail cut at kF r = 3000

# Monotonic levels, derivative, limits, logarithmic slope at kF
x_scan = np.linspace(0, 3, 121)
sigma_scan = np.array([sigma_momentum(x, 1.0) for x in x_scan])
assert np.all(np.diff(sigma_scan) > 0)


def sigma_slope_numeric(x, step):
    return (sigma_momentum(x + step, 1.0)
            - sigma_momentum(x - step, 1.0)) / (2 * step)


for x in (0.5, 0.9, 1.5):
    assert abs(sigma_slope_numeric(x, 1e-4) + 2 / pi * F_slope(x)) < 1e-5
for gap in (1e-3, 1e-4):
    near_law = (np.log(2 / gap) - 1) / pi
    assert abs(sigma_slope_numeric(1 - gap, gap / 50) - near_law) < 5e-3
F_small = -pi / 2 * sigma_momentum(0.05, 1.0)
F_large = -pi / 2 * sigma_momentum(20.0, 1.0)
assert abs(F_small - (1 - 0.05**2 / 3)) < 1e-6
assert abs(F_large * 3 * 20.0**2 - 1) < 1e-3

# Static response of free electrons, principal-value integral over slices
for q in (1.2 * kF, 3.0 * kF):
    principal = quad(lambda kz: kF**2 - kz**2, -kF, kF,
                     weight="cauchy", wvar=-q / 2)[0]
    chi0 = -principal / (2 * pi**2 * q)
    assert abs(chi0 + kF / pi**2 * F(q / (2 * kF))) < 1e-9

# ---------------------------------------------------------------
# Full Fock matrix of a periodic box on a real-space grid. The uniform
# background removes the zero-wavevector Coulomb component.
box = 10.0
volume = box**3
side = 7
b = 2 * pi / box
axis = np.arange(side)
points = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
points = points.reshape(3, -1).T * box / side
waves = np.array(np.meshgrid(*[np.arange(-3, 4)] * 3, indexing="ij"))
waves = waves.reshape(3, -1).T
n_grid = len(points)
cell = volume / n_grid
plane = np.exp(1j * b * points @ waves.T)
G2 = b**2 * np.sum(waves**2, axis=1)
coulomb_G = np.zeros(n_grid)
coulomb_G[G2 > 0] = 4 * pi / G2[G2 > 0]
coulomb = ((plane * coulomb_G) @ plane.conj().T).real / volume
kinetic = (plane * (G2 / 2)) @ plane.conj().T / n_grid


def fock_matrix(orbitals):
    gamma = orbitals @ orbitals.conj().T
    electron_density = 2 * np.diag(gamma).real
    hartree = cell * coulomb @ electron_density
    return kinetic + np.diag(hartree) - cell * gamma * coulomb, gamma, hartree


def eigen_residuals(fock):
    image = fock @ plane
    values = np.sum(plane.conj() * image, axis=0).real / n_grid
    error = np.linalg.norm(image - plane * values, axis=0) / np.sqrt(n_grid)
    return values, error


occupied = np.sum(waves**2, axis=1) <= 1
fock, gamma_box, hartree_box = fock_matrix(plane[:, occupied] / np.sqrt(volume))
levels, residual = eigen_residuals(fock)
assert np.max(np.abs(hartree_box)) < 1e-10
assert np.max(residual) < 1e-10
box_levels = {}
for target in ((0, 0, 0), (1, 0, 0), (1, 1, 0)):
    index = np.flatnonzero(np.all(waves == target, axis=1))[0]
    distance2 = b**2 * np.sum((waves[occupied] - np.array(target))**2, axis=1)
    exchange_sum = -np.sum(4 * pi / distance2[distance2 > 0]) / volume
    assert abs(levels[index] - G2[index] / 2 - exchange_sum) < 1e-10
    box_levels[target] = levels[index]

# Refill the lowest levels of this Fock matrix: same density matrix returns
n_occ = int(np.sum(occupied))
energies, vectors = np.linalg.eigh(fock)
projector = vectors[:, :n_occ] @ vectors[:, :n_occ].conj().T
refill_error = np.max(np.abs(projector - cell * gamma_box))
assert energies[n_occ] - energies[n_occ - 1] > 0.01
assert refill_error < 1e-10

# Counterexample: a standing wave is occupied instead of travelling waves
standing = np.column_stack([np.ones(n_grid),
                            np.sqrt(2) * np.cos(b * points[:, 0])])
fock_standing = fock_matrix(standing / np.sqrt(volume))[0]
index_x = np.flatnonzero(np.all(waves == (1, 0, 0), axis=1))[0]
standing_residual = eigen_residuals(fock_standing)[1][index_x]
assert standing_residual > 1e-3

# ---------------------------------------------------------------
# Approach to the infinite system: L*(box sum - infinite-system formula).
# The expected coefficient comes from a Gaussian-damped lattice sum.
m = np.arange(-12, 13)
m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2).ravel()
m2 = m2[m2 > 0].astype(float)


def omitted_term_coefficient(damping):
    lattice = np.sum(np.exp(-damping * m2) / m2)
    return -(lattice - 2 * pi**1.5 / np.sqrt(damping) - damping) / pi


size_coefficient = omitted_term_coefficient(0.5)
assert abs(size_coefficient - omitted_term_coefficient(0.4)) < 1e-6


def box_deviation(radius, shift):
    top = int(radius)
    a = np.arange(-top, top + 1)
    ax, ay, az = a[:, None, None], a[None, :, None], a[None, None, :]
    inside = ax**2 + ay**2 + az**2 <= radius**2
    d2 = ((ax - shift)**2 + ay**2 + az**2)[inside].astype(float)
    box_value = -np.sum(4 * pi / ((2 * pi)**2 * d2[d2 > 0]))   # L = 1
    return box_value - sigma_formula(2 * pi * shift, 2 * pi * radius)


deviations = {}
for radius, shift in ((20.5, 0), (20.5, 10), (40.5, 0), (40.5, 20)):
    deviations[radius, shift] = box_deviation(radius, shift)
    # the ragged surface of a lattice sphere adds noise of order 1/radius
    assert abs(deviations[radius, shift] - size_coefficient) < 20 / radius

# ---------------------------------------------------------------
# Energies per electron; exchange part from the real-space density matrix
def energy_per_electron(kF_spin):
    return 0.3 * kF_spin**2 + exchange_per_electron(kF_spin)


mean_kinetic = quad(lambda k: 3 * k**2 / kF**3 * k**2 / 2, 0, kF)[0]
assert abs(mean_kinetic - 0.3 * kF**2) < 1e-12
e_x = exchange_per_electron(kF)
half_average = 0.5 * quad(
    lambda k: 3 * k**2 / kF**3 * sigma_momentum(k, kF), 0, kF,
    epsabs=1e-9)[0]
assert abs(e_x + 3 * kF / (4 * pi)) < 1e-6
assert abs(half_average - e_x) < 1e-6


def energy_density(n):
    return n * energy_per_electron((3 * pi**2 * n) ** (1 / 3))


dn = 1e-3 * density
mu_numeric = (energy_density(density + dn)
              - energy_density(density - dn)) / (2 * dn)
level_F = kF**2 / 2 + sigma_formula(kF, kF)
assert abs(mu_numeric - level_F) < 1e-6

kF_cross = 5 / (2 * pi * (1 + 2 ** (1 / 3)))
rs_cross = fermi_wavevector(1.0) / kF_cross
spin_energies = {}
for radius in (4.0, 6.0):
    k0 = fermi_wavevector(radius)
    k_up = 2 ** (1 / 3) * k0
    spin_energies[radius] = (energy_per_electron(k0),
                             energy_per_electron(k_up))
assert spin_energies[4.0][0] < spin_energies[4.0][1]
assert spin_energies[6.0][0] > spin_energies[6.0][1]
k_cross_up = 2 ** (1 / 3) * kF_cross
assert abs(energy_per_electron(kF_cross)
           - energy_per_electron(k_cross_up)) < 1e-6
# at rs = 6 the empty minority-spin level (k = 0, energy 0) lies above
# the highest filled majority level, so the polarised filling is consistent
k_up6 = 2 ** (1 / 3) * fermi_wavevector(6.0)
top_majority = k_up6**2 / 2 + sigma_momentum(k_up6, k_up6)
assert top_majority < 0

# ---------------------------------------------------------------
print(f"rs = {rs:.1f} bohr")
print(f"density n = {density:.6f} bohr^-3")
print(f"kF = {kF:.5f} bohr^-1")
print(f"prefactor 2 kF/pi = {2 * kF / pi:.5f} hartree")
print("k/kF, F, Sigma_x, k^2/2, HF level (last three in hartree):")
for x in (0, 0.5, 1, 1.5, 2):
    k = x * kF
    s = sigma_formula(k, kF)
    print(f"  {x:.1f}  {F(x):.5f}  {s:.5f}  {k*k/2:.5f}  {k*k/2 + s:.5f}")
print(f"largest error, momentum integral: {worst_momentum:.1e} hartree")
print(f"largest error, real-space integral: {worst_real:.1e} hartree")
width_free = kF**2 / 2
width_HF = level_F - sigma_formula(0, kF)
print(f"free bandwidth = {width_free:.5f} hartree")
print(f"HF bandwidth = {width_HF:.5f} hartree = {width_HF*HARTREE_EV:.3f} eV")
print(f"HF/free bandwidth ratio = {width_HF / width_free:.3f}")
print(f"kinetic energy per electron = {mean_kinetic:.5f} hartree")
print(f"exchange energy per electron = {e_x:.5f} hartree")
print(f"HF energy per electron = {mean_kinetic + e_x:.5f} hartree")
print(f"chemical potential from d(n e)/dn = {mu_numeric:.5f} hartree")
print("HF level slope d(eps)/dk just below kF (atomic units):")
for gap in (1e-2, 1e-4, 1e-6):
    slope = (1 - gap) * kF - 2 / pi * F_slope(1 - gap)
    print(f"  1 - k/kF = {gap:.0e}: {slope:.4f}")
print(f"free-electron slope at kF = {kF:.4f} atomic units")
print(f"box: side {box:.1f} bohr, {2*n_occ} electrons, {n_grid} grid points")
for target, value in box_levels.items():
    print(f"  box level, k L/(2 pi) = {target}: {value:.5f} hartree")
print(f"  largest plane-wave residual = {np.max(residual):.1e} hartree")
print(f"  density-matrix change on refilling = {refill_error:.1e}")
print(f"  residual, standing-wave case = {standing_residual:.5f} hartree")
print(f"omitted-term coefficient = {size_coefficient:.4f} hartree bohr")
print("L*(box sum - formula), hartree bohr, for kF L/(2 pi), k L/(2 pi):")
for (radius, shift), value in deviations.items():
    print(f"  {radius:.1f}, {shift}: {value:.4f}")
print("energy per electron, unpolarised and polarised (hartree):")
for radius, (e_un, e_pol) in spin_energies.items():
    print(f"  rs = {radius:.1f} bohr: {e_un:.5f}  {e_pol:.5f}")
print(f"energies cross at rs = {rs_cross:.3f} bohr")
print(f"top filled polarised level, rs = 6: {top_majority:.5f} hartree")
print("ALL CHECKS PASSED")
```

Printed output:

```
rs = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
prefactor 2 kF/pi = 0.30544 hartree
k/kF, F, Sigma_x, k^2/2, HF level (last three in hartree):
  0.0  1.00000  -0.30544  0.00000  -0.30544
  0.5  0.91198  -0.27856  0.02877  -0.24978
  1.0  0.50000  -0.15272  0.11510  -0.03762
  1.5  0.16470  -0.05031  0.25897  0.20867
  2.0  0.08802  -0.02689  0.46040  0.43351
largest error, momentum integral: 5.6e-17 hartree
largest error, real-space integral: 9.5e-08 hartree
free bandwidth = 0.11510 hartree
HF bandwidth = 0.26782 hartree = 7.288 eV
HF/free bandwidth ratio = 2.327
kinetic energy per electron = 0.06906 hartree
exchange energy per electron = -0.11454 hartree
HF energy per electron = -0.04548 hartree
chemical potential from d(n e)/dn = -0.03762 hartree
HF level slope d(eps)/dk just below kF (atomic units):
  1 - k/kF = 1e-02: 1.8555
  1 - k/kF = 1e-04: 3.3141
  1 - k/kF = 1e-06: 4.7797
free-electron slope at kF = 0.4798 atomic units
box: side 10.0 bohr, 14 electrons, 343 grid points
  box level, k L/(2 pi) = (0, 0, 0): -0.19099 hartree
  box level, k L/(2 pi) = (1, 0, 0): 0.09394 hartree
  box level, k L/(2 pi) = (1, 1, 0): 0.28125 hartree
  largest plane-wave residual = 3.2e-14 hartree
  density-matrix change on refilling = 3.4e-16
  residual, standing-wave case = 0.00890 hartree
omitted-term coefficient = 2.8373 hartree bohr
L*(box sum - formula), hartree bohr, for kF L/(2 pi), k L/(2 pi):
  20.5, 0: 2.7992
  20.5, 10: 2.7911
  40.5, 0: 2.8166
  40.5, 20: 2.8126
energy per electron, unpolarised and polarised (hartree):
  rs = 4.0 bohr: -0.04548  -0.03469
  rs = 6.0 bohr: -0.04567  -0.04749
energies cross at rs = 5.450 bohr
top filled polarised level, rs = 6: -0.04707 hartree
ALL CHECKS PASSED
```
